# Star-Triangle Uniqueness and a Two-Loop Kite with Noninteger Indices, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The star-triangle relation

### A case that can be done by hand

Take three inverse-square lines in three-dimensional Euclidean space, meeting at an integrated point \(y\):

\[
S(u,v)=\int\frac{d^3y}{y^2\,(y-u)^2\,(y-v)^2},
\]

with \(u\) and \(v\) distinct and nonzero. Change variables by inversion, \(y=w/w^2\), and write the fixed points in the same way, \(u=U/U^2\) and \(v=V/V^2\). Inversion obeys

\[
d^3y=\frac{d^3w}{(w^2)^3},\qquad y^2=\frac1{w^2},\qquad
(y-u)^2=\frac{(w-U)^2}{w^2U^2}.
\]

These identities are proved below for any integer dimension. The measure contributes \((w^2)^{-3}\), and each of the three lines contributes one factor \(w^2\). These powers cancel, and one of the three lines has disappeared:

\[
S=U^2V^2\int\frac{d^3w}{(w-U)^2(w-V)^2}.
\]

Shifting \(w\) by \(U\) and scaling it by \(|U-V|\) shows that the remaining integral is \(C/|U-V|\), where, for a unit vector \(e\),

\[
C=\int\frac{d^3w}{w^2(w-e)^2}
=2\pi\int_0^\infty dr\int_{-1}^{1}\frac{dc}{1+r^2-2rc}
=2\pi\int_0^\infty\frac{dr}{r}\,\ln\left|\frac{1+r}{1-r}\right| .
\]

The substitution \(r\to1/r\) leaves both \(dr/r\) and the logarithm unchanged, so the range \(r>1\) contributes as much as \(r<1\). On \(0<r<1\) the logarithm divided by \(r\) is \(2\sum_{n\ge0}r^{2n}/(2n+1)\). Hence

\[
C=2\pi\cdot2\cdot2\sum_{n\ge0}\frac1{(2n+1)^2}
=8\pi\cdot\frac{\pi^2}{8}=\pi^3 .
\]

Finally \(U^2=1/u^2\), \(V^2=1/v^2\) and \(|U-V|=|u-v|/(|u||v|)\), so that

\[
S(u,v)=\frac{1}{u^2v^2}\,\frac{\pi^3|u||v|}{|u-v|}
=\frac{\pi^3}{|u|\,|v|\,|u-v|}.
\]

A star of three lines has become a triangle joining its three outer points. The cancellation happened because the three indices, each equal to 1, add up to the dimension 3. The general relation rests on the same cancellation.

### Conventions and statement

All vectors are Euclidean and \(x^2\ge0\). A line of index \(\alpha\) between \(x\) and \(y\) is the factor \([(x-y)^2]^{-\alpha}\), so it falls as the distance to the power \(-2\alpha\). Indices are real. Write \(x_{ij}=x_i-x_j\) and define

\[
a(\alpha)=\frac{\Gamma(d/2-\alpha)}{\Gamma(\alpha)} .
\]

Two properties follow at once from this definition:

\[
a(d/2-\alpha)=\frac{\Gamma(\alpha)}{\Gamma(d/2-\alpha)}=\frac1{a(\alpha)},
\qquad
a(\alpha)\simeq\frac{1}{\Gamma(d/2)\,(d/2-\alpha)}\quad(\alpha\to d/2).
\]

A vertex is called unique when its three indices satisfy \(\alpha_1+\alpha_2+\alpha_3=d\). The star-triangle relation states that for such a vertex, with each \(\alpha_i<d/2\) and with \(x_1,x_2,x_3\) distinct,

\[
\boxed{\;
\int d^dy\prod_{i=1}^3[(y-x_i)^2]^{-\alpha_i}
=\frac{\pi^{d/2}a(\alpha_1)a(\alpha_2)a(\alpha_3)}
{[x_{12}^2]^{d/2-\alpha_3}[x_{13}^2]^{d/2-\alpha_2}[x_{23}^2]^{d/2-\alpha_1}}
\;}
\]

Each side of the triangle carries \(d/2\) minus the index of the opposite star line. The sides therefore have indices summing to \(3d/2-d=d/2\).

The conditions on the indices are those of convergence. Near \(x_i\) the radial integrand behaves as \(r^{d-1-2\alpha_i}\), which is integrable if and only if \(\alpha_i<d/2\). At large \(|y|\) it behaves as \(r^{d-1-2d}=r^{-d-1}\), which is integrable. Positivity of the indices needs no separate assumption, because \(\alpha_1=d-\alpha_2-\alpha_3>d-d/2-d/2=0\), and likewise for the others.

### The chain rule

The proof by inversion ends in an integral with two lines. For \(0<\alpha,\beta<d/2\) and \(\alpha+\beta>d/2\), the claim is

\[
\int\frac{d^dy}{[y^2]^\alpha[(y-x)^2]^\beta}
=\frac{\pi^{d/2}a(\alpha)a(\beta)a(d-\alpha-\beta)}{[x^2]^{\alpha+\beta-d/2}} .
\]

The two upper bounds ensure convergence at \(y=0\) and \(y=x\), and the lower bound on the sum ensures it at infinity. To prove the rule, represent each line by a Schwinger parameter,

\[
\frac1{A^\alpha}=\frac1{\Gamma(\alpha)}\int_0^\infty ds\,s^{\alpha-1}e^{-sA}\qquad(A>0,\ \alpha>0),
\]

with parameter \(s\) for the first line and \(t\) for the second. The integrand is positive, so the order of integration may be changed. Completing the square gives

\[
sy^2+t(y-x)^2=(s+t)\left(y-\frac{t\,x}{s+t}\right)^2+\frac{st}{s+t}\,x^2 ,
\]

where the last term is \(tx^2-t^2x^2/(s+t)\). The Gaussian integral over \(y\) yields \((\pi/(s+t))^{d/2}\), and therefore

\[
\int\frac{d^dy}{[y^2]^\alpha[(y-x)^2]^\beta}
=\frac{\pi^{d/2}}{\Gamma(\alpha)\Gamma(\beta)}
\int_0^\infty\!\!\int_0^\infty ds\,dt\,
\frac{s^{\alpha-1}t^{\beta-1}}{(s+t)^{d/2}}\,e^{-stx^2/(s+t)} .
\]

Put \(s=\lambda u\) and \(t=\lambda(1-u)\), with \(ds\,dt=\lambda\,d\lambda\,du\). The powers of \(\lambda\) combine to \((\alpha-1)+(\beta-1)+1-d/2=\alpha+\beta-d/2-1\), and the exponent becomes \(-\lambda u(1-u)x^2\). With \(\sigma=\alpha+\beta-d/2>0\), the \(\lambda\) integral equals

\[
\Gamma(\sigma)\,[u(1-u)x^2]^{-\sigma}.
\]

The power of \(u\) is now \(\alpha-1-\sigma=(d/2-\beta)-1\), and the power of \(1-u\) is \(\beta-1-\sigma=(d/2-\alpha)-1\). The \(u\) integral is thus a beta function,

\[
\int_0^1du\,u^{d/2-\beta-1}(1-u)^{d/2-\alpha-1}
=\frac{\Gamma(d/2-\alpha)\Gamma(d/2-\beta)}{\Gamma(d-\alpha-\beta)} .
\]

Since \(\Gamma(\sigma)/\Gamma(d-\alpha-\beta)=a(d-\alpha-\beta)\), the factors assemble into the chain rule. Its coefficient is symmetric in the three numbers \(\alpha\), \(\beta\) and \(d-\alpha-\beta\), whose sum is \(d\).

### Proof by inversion

Let \(d\) be a positive integer and let \(y=y'/y'^2\). With the unit vector \(n=y'/|y'|\), differentiation gives

\[
\frac{\partial y_i}{\partial y'_j}=\frac{\delta_{ij}-2n_in_j}{y'^2}.
\]

The matrix \(\delta_{ij}-2n_in_j\) has eigenvalue \(-1\) along \(n\) and \(+1\) in the \(d-1\) perpendicular directions. The absolute value of its determinant is 1, so \(d^dy=d^dy'/(y'^2)^d\). For distances, with \(x=x'/x'^2\),

\[
(y-x)^2=\frac1{y'^2}-\frac{2y'\!\cdot x'}{y'^2x'^2}+\frac1{x'^2}
=\frac{x'^2-2y'\!\cdot x'+y'^2}{y'^2x'^2}
=\frac{(y'-x')^2}{y'^2x'^2}.
\]

Translate the star so that \(x_3=0\). Then \(x_1\) and \(x_2\) are nonzero and can be inverted. The star integral \(I\) becomes

\[
I=[x_1'^2]^{\alpha_1}[x_2'^2]^{\alpha_2}
\int d^dy'\,
\frac{[y'^2]^{\alpha_1+\alpha_2+\alpha_3-d}}
{[(y'-x_1')^2]^{\alpha_1}[(y'-x_2')^2]^{\alpha_2}} .
\]

The exponent of \(y'^2\) collects \(\alpha_1\) and \(\alpha_2\) from the denominators of the two distances, \(\alpha_3\) from \([y^2]^{-\alpha_3}=[y'^2]^{\alpha_3}\), and \(-d\) from the measure. It vanishes for a unique vertex.

What remains is a chain with indices \(\alpha_1\) and \(\alpha_2\). Its convergence condition \(\alpha_1+\alpha_2>d/2\) is the same as \(\alpha_3<d/2\). Since \(d-\alpha_1-\alpha_2=\alpha_3\) and \(\alpha_1+\alpha_2-d/2=d/2-\alpha_3\),

\[
I=\pi^{d/2}a(\alpha_1)a(\alpha_2)a(\alpha_3)\,
\frac{[x_1'^2]^{\alpha_1}[x_2'^2]^{\alpha_2}}{[(x_1'-x_2')^2]^{d/2-\alpha_3}} .
\]

Now return to the original points, using \(x_i'^2=1/x_i^2\) and \((x_1'-x_2')^2=x_{12}^2/(x_1^2x_2^2)\). The total power of \(x_1^2\) is

\[
-\alpha_1+\left(\frac d2-\alpha_3\right)
=\frac d2-(d-\alpha_2)=\alpha_2-\frac d2 ,
\]

and the total power of \(x_2^2\) is \(\alpha_1-d/2\) by the same steps. Because \(x_3=0\), these squares are \(x_{13}^2\) and \(x_{23}^2\). This is the stated relation, and undoing the translation changes nothing in it.

### A parametric proof for noninteger dimension

An implementation in dimensional regularization needs the relation for noninteger \(d\), where the coordinate inversion above has no direct meaning. There the integral is defined by its Schwinger representation, with the Gaussian integral taken as \((\pi/T)^{d/2}\). Let \(t_i\) be the three parameters and \(T=t_1+t_2+t_3\). Completing the square leaves

\[
\sum_it_ix_i^2-\frac1T\Big(\sum_it_ix_i\Big)^2
=\frac1T\sum_{i,j}t_it_j(x_i^2-x_i\!\cdot x_j)
=\frac QT,\qquad Q=\sum_{i<j}t_it_jx_{ij}^2 .
\]

Therefore

\[
I=\frac{\pi^{d/2}}{\prod_i\Gamma(\alpha_i)}
\int d^3t\prod_it_i^{\alpha_i-1}\,T^{-d/2}e^{-Q/T}.
\]

Write \(t_i=\lambda u_i\) with \(\sum u_i=1\). The indices sum to \(d\), so the measure gives \(\lambda^{d-1}d\lambda\). Compare two radial integrals at fixed \(u\):

\[
\int_0^\infty d\lambda\,\lambda^{d/2-1}e^{-\lambda Q(u)}=\frac{\Gamma(d/2)}{Q(u)^{d/2}},
\qquad
\int_0^\infty d\lambda\,\lambda^{d-1}e^{-\lambda^2Q(u)}=\frac{\Gamma(d/2)}{2\,Q(u)^{d/2}} .
\]

The first belongs to \(T^{-d/2}e^{-Q/T}\) and the second to \(e^{-Q}\). One may thus replace the former by \(2e^{-Q}\). Next take \(v_1=t_2t_3\), \(v_2=t_1t_3\), \(v_3=t_1t_2\) as variables. In logarithms this map is linear with determinant 2, so \(\prod dt_i/t_i=\tfrac12\prod dv_i/v_i\). Since \(t_1^2=v_2v_3/v_1\), and cyclically, the power of \(v_1\) in \(\prod t_i^{\alpha_i}\) is \((\alpha_2+\alpha_3-\alpha_1)/2=d/2-\alpha_1\). The integral separates:

\[
I=\frac{\pi^{d/2}}{\prod_i\Gamma(\alpha_i)}
\int\prod_i\frac{dv_i}{v_i}\,v_i^{d/2-\alpha_i}\;
e^{-v_1x_{23}^2-v_2x_{13}^2-v_3x_{12}^2}.
\]

Each factor is a gamma integral, and the result is again the star-triangle relation.

### A limit, and what happens without uniqueness

Let \(\alpha_1\to d/2\) while \(\alpha_2\) and \(\alpha_3\) tend to limits strictly between \(0\) and \(d/2\), where \(a\) is continuous and nonzero. Then \(\alpha_2+\alpha_3\to d/2\), so \(a(\alpha_2)a(\alpha_3)\to1\), and the relation gives

\[
I\simeq\frac{\pi^{d/2}}{\Gamma(d/2)(d/2-\alpha_1)}\,
[x_{12}^2]^{-\alpha_2}[x_{13}^2]^{-\alpha_3}.
\]

This is what the integral itself requires. The integral of \([r^2]^{-\alpha_1}\) over a small ball is \(2\pi^{d/2}/\Gamma(d/2)\) times \(1/(d-2\alpha_1)\) at leading order. The first line then acts as this large weight times a delta function at \(x_1\).

If the indices do not sum to \(d\), the factor \([y'^2]^{\alpha_1+\alpha_2+\alpha_3-d}\) survives inversion and the integral keeps three lines. A numerical comparison shows that a product of side powers can then fail. Take three equal indices \(\alpha\) in \(d=3\). If the star were such a product, its symmetry would force equal powers of the sides, and scaling would fix each side to the power \(1-2\alpha\). The star multiplied by the product of the three sides to the power \(2\alpha-1\) would then be the same for all triangles.

For triangles with sides \((1,2.5,2.5)\) and \((1,1,1)\), the ratio of this quantity is 1.00000 at \(\alpha=1\), where the vertex is unique. It is 1.274 at \(\alpha=1.3\), where the sum is 3.9. The simple triangle form is therefore ruled out in the second case.

## Part 2. The two-loop kite

### Symbols and results carried over

A line of index \(\alpha\) is an inverse square distance, or inverse square momentum, raised to the power \(\alpha\), and \(a(\alpha)=\Gamma(d/2-\alpha)/\Gamma(\alpha)\). Two results of Part 1 are used. A unique star, whose indices sum to \(d\) and are each below \(d/2\), equals \(\pi^{d/2}a(\alpha_1)a(\alpha_2)a(\alpha_3)\) times a triangle. Each triangle side has index \(d/2\) minus that of the opposite star line. A chain of indices \(\alpha,\beta\) equals

\[
\pi^{d/2}a(\alpha)a(\beta)a(d-\alpha-\beta)\,[x^2]^{d/2-\alpha-\beta},
\]

provided \(0<\alpha,\beta<d/2\) and \(\alpha+\beta>d/2\).

### The diagram and its unique vertex

The massless scalar kite with Euclidean external momentum \(p\ne0\) is

\[
K(p)=\int\frac{d^dk\,d^dq}
{[k^2]^{\alpha_1}[q^2]^{\alpha_2}[(q-p)^2]^{\alpha_3}[(k-p)^2]^{\alpha_4}[(k-q)^2]^{\alpha_5}} .
\]

All five indices are positive. The measure contains no factors of \(2\pi\); with the measure \(d^dk\,d^dq/(2\pi)^{2d}\), the result is divided by \((2\pi)^{2d}\).

In the Feynman diagram, \(p\) enters where lines 1 and 4 meet and leaves where lines 2 and 3 meet. Line 5 connects the two remaining vertices, and lines 1, 4 and 5 form the loop carrying \(k\). The integrand can also be read as a graph with points \(0,p,k,q\), in which each propagator joins two points. In this dual graph, \(k\) is a vertex joined to \(0\), \(p\) and \(q\). The uniqueness condition is therefore

\[
\alpha_1+\alpha_4+\alpha_5=d ,
\]

a condition on the lines around a loop of the momentum diagram.

The same integral describes a position-space diagram if \(k\) and \(q\) are interaction points and \(p\) is the external separation. The numerical values of the indices then have a different origin. For \(0<\alpha<d/2\), the Fourier transform of \([k^2]^{-\alpha}\) scales as distance to the power \(2\alpha-d\), so it has position-space index \(d/2-\alpha\). Momentum-space and position-space indices must not be mixed when the condition is tested.

Noninteger indices arise when propagators are dressed. Suppose a line in three dimensions has an inverse propagator \(q^2+c|q|\), with \(c\) a positive momentum scale. For \(|q|\ll c\) the propagator is approximately \(1/(c|q|)\), a line of index \(1/2\). The loop momenta run to infinity, so this pure power represents the dressed line in the diagram only when \(|p|\ll c\) and the pure-power integral converges at large momentum. The approach can be slow. If lines 2 and 3 of the half-integer example below are dressed in this way, the range \(|p|\ll|q|\ll c\) lowers the result by a relative amount of about \((8/\pi^2)(|p|/c)\ln(c/|p|)\) at leading logarithmic order. The full integral lies about 23% below the pure-power value at \(|p|/c=0.1\) and about 4% below it at \(|p|/c=0.01\). The kite treated here has no numerator, so a diagram with spin must first be reduced to scalar integrals.

The star-triangle relation and the chain rule are now proved, and the kite has been shown to have a unique vertex at \(k\) when \(\alpha_1+\alpha_4+\alpha_5=d\). It remains to carry out the \(k\) and \(q\) integrations, find where the result converges, and check it in worked examples.
